# Why SCAN exchange favours large moments in narrow-band itinerant magnets

**Question.** The meta-GGA SCAN tends to give itinerant d metals such as iron larger spin moments than LSDA or PBE. The cause is said to be the slope of its exchange switching function $f_x(\alpha)$ for $\alpha<1$. By what mechanism can a slope in $\alpha$ favour a moment, under what conditions does it do so, and how much of the effect does it carry?

**Answer.** Hartree atomic units are used, spins are collinear, and the moment $M=N_\uparrow-N_\downarrow$ is counted in $\mu_B$.

### The mechanism

A meta-GGA writes the exchange energy of an unpolarized density $n$ as $E_x[n]=\int A\,n^{4/3}F(p,\alpha)\,d^3r$ with $A=-\tfrac34(3/\pi)^{1/3}<0$. Its arguments are

$$p=s^2=\frac{|\nabla n|^2}{4(3\pi^2)^{2/3}n^{8/3}},\qquad \alpha=\frac{\tau_P}{Cn^{5/3}},\qquad \tau_P=\tau-\tau_W,$$

where $\tau=\tfrac12\sum_i|\nabla\psi_i|^2$, $\tau_W=|\nabla n|^2/8n$ and $C=\tfrac3{10}(3\pi^2)^{2/3}$. A single orbital has $\alpha=0$ and the uniform gas has $\alpha=1$. SCAN interpolates between these cases:

$$F=H+f(\alpha)D,\qquad H=h_1g,\qquad D=(h_0-h_1)g .$$

Here $f\equiv f_x$, $h_0=1.174$, $h_1(p,\alpha)$ lies between 1 and 1.065, and $g(p)$ lies between 0 and 1, so $D>0$. For $\alpha<1$, $f=\exp[-c_1\alpha/(1-\alpha)]$ with $c_1=0.667$. Since $d[\alpha/(1-\alpha)]/d\alpha=(1-\alpha)^{-2}$,

$$f'=-\frac{c_1f}{(1-\alpha)^2},\qquad f''=f\left[\frac{c_1^2}{(1-\alpha)^4}-\frac{2c_1}{(1-\alpha)^3}\right].$$

The bracket changes sign at $1-\alpha=c_1/2$, so $f$ is steepest at $\alpha\approx0.67$, concave below and convex above. For $\alpha>1$, with $y=\alpha-1$, $f=-1.24\,e^{-c_2/y}$ and $c_2=0.8$, so $f'=c_2f/y^2<0$ and $f''=f\,(c_2^2/y^4-2c_2/y^3)$, which is negative for $1<\alpha<1.4$ and positive beyond. On both sides the exponential beats the powers, and $f$, $f'$, $f''$ vanish at $\alpha=1$. Because $f$ falls from 1 to 0 over a unit interval, its mean slope below $\alpha=1$ is $-1$.

Since $D>0$, a negative slope of $f$ means that a smaller $\alpha$ raises $F$ through $f$ and so lowers the energy. The slope therefore favours a moment if, and to the extent that, forming the moment lowers the suitably weighted $\alpha$ of the two spin channels. In the uniform gas it does not: each spin channel remains a uniform gas with $\alpha=1$, and SCAN exchange equals LSDA exchange at any polarization. In a narrow band the electrons change spin but stay in nearly the same d orbitals. Then $\tau$ of each spin changes linearly with its occupation while the reference $n^{5/3}$ is convex, and the mean of $\alpha$ weighted with the exchange factor $n^{4/3}$ of each spin falls, as derived below; the unweighted mean need not fall. The statement in the question needs this condition.

### The fixed-spin-moment energy

At fixed $M$ the model energy is $E(M)=E_{\rm band}(M)+E_{xc}(M)$. Let $U(N)$ be the one-electron energy of one spin holding $N$ electrons and $N_F$ the density of states per spin at the Fermi level. Then $U'=\varepsilon_F$ and $U''=1/N_F$. Moving $M/2$ electrons from one spin to the other costs $U(N+\tfrac M2)+U(N-\tfrac M2)-2U(N)=M^2/4N_F$ at leading order, the linear terms cancelling. The Stoner parameter $I$ is defined by $E_{xc}(M)-E_{xc}(0)=-IM^2/4+O(M^4)$. The total quadratic coefficient is $(1/N_F-I)/4$, and $M=0$ is unstable when $IN_F>1$.

Finite moments are ordered by a simple argument. Let functionals $a$ and $b$ share $E_{\rm band}$, let $\Delta=E_{xc}^a-E_{xc}^b$ be strictly decreasing in $M$, and let $M_a$, $M_b$ be the minimizers. Adding $E^a(M_a)\le E^a(M_b)$ and $E^b(M_b)\le E^b(M_a)$ gives $\Delta(M_a)\le\Delta(M_b)$, hence $M_a\ge M_b$.

### The exchange Stoner parameter

Exchange couples like spins alone, so $E_x[n_\uparrow,n_\downarrow]$ is a sum of one term per spin. Setting $n_\uparrow=n_\downarrow$ shows that each term is half the unpolarized functional at twice the spin density (and twice the spin $\tau$). Let $\rho$ be the density, normalized to one, of the states that carry the moment. Then $2n_{\uparrow,\downarrow}=n\pm M\rho$ and

$$E_x(M)=\tfrac12E_x[n+M\rho]+\tfrac12E_x[n-M\rho].$$

Put $G(x)=n_x^{4/3}F(p_x,\alpha_x)$ along $n_x=n+x\rho$, and let primes on $G,p,\alpha,\tau_P$ denote $x$-derivatives at $x=0$. Odd orders cancel, $E_x(M)-E_x(0)=\tfrac12M^2\int AG''$, and comparison with $-I_xM^2/4$ gives

$$I_x=2|A|\int G''\,d^3r .$$

Define $u=\rho/n$, $v=\tau_P'/\tau_P$, $w=\tau_P''/\tau_P$. For any power, $(n^k)'=ku\,n^k$ and $(n^k)''=k(k-1)u^2n^k$. The product and chain rules give

$$\frac{G''}{n^{4/3}}=\tfrac49u^2F+\tfrac83u\,(F_pp'+F_\alpha\alpha')+F_pp''+F_\alpha\alpha''+F_{pp}p'^2+2F_{p\alpha}p'\alpha'+F_{\alpha\alpha}\alpha'^2 .$$

With $F=1$ this is the LSDA value $I_x=\tfrac89|A|\int\rho^2n^{-2/3}$. For $\alpha\propto\tau_Pn^{-5/3}$, using $k=-\tfrac53$ and $k(k-1)=\tfrac{40}9$,

$$\frac{\alpha'}{\alpha}=v-\tfrac53u,\qquad\frac{\alpha''}{\alpha}=w-\tfrac{10}3uv+\tfrac{40}9u^2 .$$

The same rule for $p\propto|\nabla n|^2n^{-8/3}$, with $k(k-1)=\tfrac{88}9$ and $c=4(3\pi^2)^{2/3}n^{8/3}$, gives $cp'=2\nabla n\cdot\nabla\rho-\tfrac83u|\nabla n|^2$ and $cp''=2|\nabla\rho|^2-\tfrac{32}3u\nabla n\cdot\nabla\rho+\tfrac{88}9u^2|\nabla n|^2$.

The coefficient of $F_\alpha$ is $\tfrac83u\alpha'+\alpha''$. Divided by $\alpha$ it is $\tfrac83uv-\tfrac{40}9u^2+w-\tfrac{10}3uv+\tfrac{40}9u^2$. The $u^2$ terms cancel and

$$\frac{G''}{n^{4/3}}=\tfrac49u^2F+\alpha F_\alpha\left(w-\tfrac23uv\right)+\alpha^2F_{\alpha\alpha}\left(v-\tfrac53u\right)^2+(\text{terms in }p',p'').$$

The lever $w-\tfrac23uv$ has a direct meaning. Average $\alpha$ over the two spins with the exchange weight $n_x^{4/3}$. The numerator $n_x^{4/3}\alpha_x\propto\tau_Pn^{-1/3}$ has relative second derivative $w-\tfrac23uv+\tfrac49u^2$, and the denominator has $\tfrac49u^2$. The weighted mean is therefore $\alpha\,[1+\tfrac12M^2(w-\tfrac23uv)]$ to second order: the lever is the relative change of the mean $\alpha$ per $\tfrac12M^2$, and it is negative when the moment lowers that mean.

### Two limits for the response of $\tau$

In a gas-like response, $\tau_P\propto n^{5/3}$, so $v=\tfrac53u$ and $w=\tfrac53\cdot\tfrac23u^2=\tfrac{10}9u^2$. Then $w-\tfrac23uv=\tfrac{10}9u^2-\tfrac{10}9u^2=0$ and $v-\tfrac53u=0$. Both $\alpha$ terms vanish at any starting $\alpha$, whatever the slope.

With frozen orbitals, $\tau_x=\tau+xt$, where $t$ is the kinetic energy density per electron of the moment-carrying states. Differentiating $\tau_W=|\nabla n_x|^2/8n_x$ once and twice,

$$\tau_W'=\frac{\nabla n\cdot\nabla\rho}{4n}-\frac{u|\nabla n|^2}{8n},\qquad \tau_W''=\frac{|\nabla\rho|^2-2u\nabla n\cdot\nabla\rho+u^2|\nabla n|^2}{4n}=\frac{|\nabla\rho-u\nabla n|^2}{4n}.$$

Since $\tau''=0$, $w=-\tau_W''/\tau_P\le0$. For $v$, expand $|\nabla\rho-u\nabla n|^2/8\rho=|\nabla\rho|^2/8\rho-\nabla n\cdot\nabla\rho/4n+u|\nabla n|^2/8n$, using $u/\rho=1/n$. The last two terms are $-\tau_W'$, so

$$\tau_P'=t-\tau_W'=\left(t-\frac{|\nabla\rho|^2}{8\rho}\right)+\frac{|\nabla\rho-u\nabla n|^2}{8\rho}.$$

For a spherically averaged d shell with radial function $R$, $\rho=R^2/4\pi$ and $t=\tfrac12[(dR/dr)^2+6R^2/r^2]/4\pi$, while $|\nabla\rho|^2/8\rho=\tfrac12(dR/dr)^2/4\pi$. The first bracket is the centrifugal term $3\rho/r^2>0$. Hence $v>0$, and with $u>0$ and $w\le0$ the lever is negative at every point. In the frozen-orbital model, the slope term adds a positive amount to $I_x$ wherever $F_\alpha<0$.

The sign can fail if $\tau$ has a second-order response. If the density stays linear in $M$, then $w=(\tau''-\tau_W'')/\tau_P$, and the lever stays negative while $\tau''<\tau_W''+\tfrac23u\tau_P'$; the gas sits at equality. In a real band, whose orbitals change with energy, both $\tau$ and the density have second-order responses. The model sets them to zero, which is the narrow-band limit, and does not compute the correction.

### Slope against curvature

The curvature term is the product $F_{\alpha\alpha}\alpha'^2$, so it has the sign of $F_{\alpha\alpha}$ and vanishes where $\alpha'=0$. Take first a pure shell at $p\to0$, where $n$, $\tau$ and $\tau_P$ all scale with the occupation: $v=u$, $w=0$. The lever is $-\tfrac23u^2$ and $(v-\tfrac53u)^2=\tfrac49u^2$. Dividing by the LSDA value $\tfrac49u^2$,

$$\frac{I_x}{I_x^{\rm LSDA}}=F-\tfrac32\alpha F_\alpha+\alpha^2F_{\alpha\alpha}.$$

For SCAN at $\alpha=0.6$ this is $1.065+0.242-0.087=1.220$, led by the slope. At $\alpha=0.8$ it is $1.013+0.247+0.862=2.12$, and at $\alpha=1.2$ it is $0.997+0.132-1.096=0.03$. The signs of the last terms follow the signs of $f''$ found above. In a pure shell the curvature near $\alpha=1$ outweighs the slope, and a statement about slope alone would be false. At $\alpha=1$ the switching function drops out and the ratio is $1.029$. The excess comes from $h_1$, which at $p=0$ begins as $1+b_2^2(1-\alpha)^2$ with $b_2^2=5913/405000$, so that $F_{\alpha\alpha}=2b_2^2=0.029$.

Take next a d shell on top of a core that does not polarize. The ratio $v/u=(\tau_P'/\rho)/(\tau_P/n)$ compares the Pauli kinetic energy per added d electron, which includes the centrifugal term $3/r^2$, with the local average per electron, and it need not equal one. In the iron atom below, $v>u$ at all six tabulated radii. If $v=\tfrac53u$ and $w\approx0$, then $\alpha'=0$ and the curvature term vanishes, while the lever is $-\tfrac{10}9u^2$ and the ratio becomes $F-\tfrac52\alpha F_\alpha$. To first order $\alpha$ behaves as in the gas. The difference is in second order, where the gas supplies $w=\tfrac{10}9u^2$ and the frozen shell does not, so $\alpha$ falls in both spin channels: $\alpha''/\alpha=-\tfrac{50}9u^2+\tfrac{40}9u^2=-\tfrac{10}9u^2$.

To isolate $f$, insert $F_\alpha=H_\alpha+fD_\alpha+f'D$, $F_{p\alpha}=H_{p\alpha}+fD_{p\alpha}+f'D_p$ and $F_{\alpha\alpha}=H_{\alpha\alpha}+fD_{\alpha\alpha}+2f'D_\alpha+f''D$ into $G''$. The terms free of $f'$ and $f''$ form $I_{\rm frozen}$, the value obtained when $f$ keeps its paramagnetic value at each point. With $K=2|A|n^{4/3}$,

$$I_x=I_{\rm frozen}+\int Kf'D\,\alpha\left(w-\tfrac23uv\right)+\int 2Kf'\alpha'\,(D_pp'+D_\alpha\alpha')+\int Kf''D\,\alpha'^2 .$$

These are called the main slope, cross and curvature terms.

### Numbers for the iron d shell

The orbitals are those of the free Fe atom in the configuration $3d^74s^1$, spherical, nonrelativistic and unpolarized, in LDA with PW92 correlation, expanded in even-tempered radial Gaussians. The virial relation holds to $2\times10^{-7}$ of the kinetic energy. The 3d level is at $-0.154$ Ha and $\langle r\rangle_{3d}=1.26$ bohr. The core and the 4s electron stay unpolarized. All values are in the numerical output below.

Between 0.6 and 1.2 bohr $\alpha$ is below one: 0.83, 0.54, 0.62 and 0.87 at 0.6, 0.8, 1.0 and 1.2 bohr. At 1.0 bohr, $u=0.0552$, $v=0.0994$, $w=-0.00035$. Then $v-\tfrac53u=0.0994-0.0920=0.0074$, close to the second case above. The lever is $-0.00035-\tfrac23(0.0552)(0.0994)=-0.0040$ and the LSDA factor is $\tfrac49(0.0552)^2=0.00135$, a ratio of $-2.96$, somewhat beyond $-\tfrac52$ because $v>\tfrac53u$ and $w<0$. With $f'=-1.558$ and $\alpha=0.623$ the main slope term relative to the LSDA term is $1.558\times0.623\times2.96\,D=2.87D$. The computed ratio is 0.399, which corresponds to $D=0.14$, below $h_0-1=0.174$ because $h_1>1$ at $s=0.64$. The curvature ratio there is $-0.002$. At 0.4 and 1.5 bohr, where $\alpha=2.14$ and $1.48$, $|v-\tfrac53u|$ is larger and $f''>0$ since $\alpha>1.4$; the curvature ratios are $+0.19$ and $+0.08$.

Integrated over the atom, in Ha,

$$I_x^{\rm SCAN}=0.0320+(0.0065+0.0031)+0.0001+(0.0004+0.0014)=0.0435,$$

in the order frozen, main slope ($\alpha<1$, $\alpha>1$), cross, curvature ($\alpha<1$, $\alpha>1$). The total, the frozen value, and the value with $f$ linearized about its paramagnetic point each agree with finite differences of spin-polarized energies to within $10^{-4}$ of their size; for the total the energies come from an independent implementation of SCAN.

PBE gives $I_x=0.0324$ Ha and LSDA 0.0326 Ha. The SCAN excess over PBE is 0.0111 Ha, or 34% of the PBE value. The response of the switching function, $0.04346-0.03196=0.0115$ Ha, is 1.04 times this excess: with $f$ frozen, SCAN exchange falls slightly below PBE. Of that response the slope at $\alpha<1$ carries $0.00653/0.01150=57\%$, the slope at $\alpha>1$ carries 27%, the curvature 15% and the cross term 1%. The slope below one is thus the largest single cause in this model but little more than half of it. The region $\alpha<1$ holds 57% of the LSDA weight, with a weighted mean $\alpha$ of 0.67. This mean coincides with the steepest point of $f$, but the weight is spread around it: $f'$ is $-0.89$, $-1.44$, $-1.56$ and $-0.48$ at 0.6, 0.8, 1.0 and 1.2 bohr, so the average slope is weaker than the steepest one. Per unit of weight its enhancement is $0.00653/(0.568\times0.03259)=0.35$, against $0.00311/(0.432\times0.03259)=0.22$ above one.

The full slope term $\int K\alpha F_\alpha(w-\tfrac23uv)$ can be evaluated for any meta-GGA. Correlation, from each functional's usual partner, is obtained by finite differences and is not analysed here. All entries are in Ha.

| | $I_x$ | slope term | $I_c$ | $I_{xc}$ |
|---|---|---|---|---|
| PBE | 0.0324 | 0 | −0.0034 | 0.0290 |
| TPSS | 0.0340 | 0.0022 | −0.0033 | 0.0307 |
| MS2 | 0.0376 | 0.0041 | −0.0035 | 0.0341 |
| r²SCAN | 0.0431 | 0.0095 | −0.0052 | 0.0379 |
| SCAN | 0.0435 | 0.0098 | −0.0053 | 0.0382 |
| SCAN, frozen $f$ | 0.0320 | 0.0001 | −0.0053 | 0.0267 |

The $I_x$ values span 0.032 to 0.043 Ha. After the slope term is subtracted they span 0.0318 (TPSS) to 0.0337 Ha (SCAN), so the slope accounts for most of the spread. The made-simple functional MS2 shows the same mechanism at less than half the strength, and r²SCAN is nearly as strong as SCAN in this model. SCAN correlation opposes the moment more than PBE correlation does, by $0.00529-0.00342=0.0019$ Ha, which removes about a sixth of the exchange excess. The result is $I_{xc}=0.0382$ Ha (1.04 eV) for SCAN and 0.0290 Ha (0.79 eV) for PBE, a ratio of 1.32.

### From $I$ to the moment

The band is semi-elliptic with five states per spin and width $W$, a round model parameter: $N(\varepsilon)=(20/\pi W)\sqrt{1-\eta^2}$ with $\eta=2\varepsilon/W$. Integrating with $d\varepsilon=\tfrac W2d\eta$ gives the filling $5[\tfrac12+(\eta\sqrt{1-\eta^2}+\arcsin\eta)/\pi]$ and the energy $U=-(5W/3\pi)(1-\eta^2)^{3/2}$. Seven d electrons put 3.5 in each spin, which fixes $\eta_0=0.3197$ and $N_FW=(20/\pi)\sqrt{1-\eta_0^2}=6.03$. The moment saturates at $M=3$, when the majority band is full. The condition $IN_F>1$ becomes $W<W_c=6.03\,I_{xc}$, which is $6.03\times0.0290=0.175$ Ha for PBE, $6.03\times0.0382=0.230$ Ha for SCAN and 0.161 Ha for SCAN with frozen $f$. For PBE, direct minimization of $E(M)$ gives a moment at $0.97W_c$ and none at $1.03W_c$.

At an interior minimum $dE_{\rm band}/dM=\tfrac12(\varepsilon_{F\uparrow}-\varepsilon_{F\downarrow})$, so the splitting of the two Fermi levels equals $-2\,dE_{xc}/dM$, which is $IM$ in the quadratic approximation. At $M=2$ the computed splitting is 0.0766 Ha for SCAN against $2\times0.03817=0.0763$ Ha, and 0.0581 Ha for PBE against 0.0580 Ha. At this moment the splitting follows $IM$ to within half a percent of its value, so for these two functionals the quadratic form of $E_{xc}(M)$ still describes the splitting at $M=2$. The SCAN splitting exceeds the PBE one at each of 60 sampled moments up to $M=3$, which is the premise of the ordering argument.

SCAN gives $M=0$ at $W=0.24$ Ha, $2.3\,\mu_B$ at 0.22 Ha and $3.0\,\mu_B$ at 0.20 Ha, within $0.01\,\mu_B$ of saturation; the majority band fills completely just below that width. PBE, LSDA and frozen-$f$ SCAN give $M=0$ at all seven widths from 0.18 to 0.30 Ha, because their $W_c$ lie below 0.18 Ha. Freezing $f$ at $W=0.22$ Ha therefore removes the whole moment of this smooth model band. This does not carry over to iron: bcc iron is already ferromagnetic in LSDA and PBE, and there SCAN enlarges an existing moment. The model does not offer a width at which PBE and SCAN both have intermediate moments. SCAN passes from onset to saturation while $W$ falls from 0.230 Ha to just under 0.20 Ha, 13% of the onset value, which is smaller than the gap between the two functionals. Below 0.175 Ha, where PBE first becomes magnetic, SCAN is already saturated, since the ordering argument applied to $E_{\rm band}\propto W$ shows that narrowing the band cannot lower $M$.

The moment is this sensitive because $E_{\rm band}$ is close to quadratic for a smooth band. Differentiating the stationarity condition $E_{\rm band}'(M)=IM/2$ with respect to $I$ gives $dM/dI=(M/2)/(E_{\rm band}''-I/2)$, and the denominator is the small curvature left after the two energies nearly cancel. At $W=0.22$ Ha, r²SCAN and SCAN differ by 0.7% in $I_{xc}$ and by 6 to 7% in $M$ (about 2.16 and 2.30, each fixed to roughly $0.01\,\mu_B$, relative to r²SCAN); differences in their higher-order terms may contribute and were not separated.

The size of the change in $M$ from one functional to another depends on the shape of the model band and says nothing quantitative about iron, whose measured moment is roughly $2.2\,\mu_B$ per atom. The absolute $I$ values depend on the extent of $\rho$ through $\int\rho^2n^{-2/3}$, and a free-atom orbital is not that of the solid. Also left out are orbital relaxation with $M$ and with the functional, the second-order responses of $\tau$ and of the density, sp polarization, relativity and the change of volume with moment. The comparison is between functionals on common orbitals. Whether a Stoner parameter a third above the PBE value is too large relative to experiment is not established by the model.

## Calculated quantities

```
pure shell, p=0 (dimensionless): alpha f f' F -1.5aF_a a^2F_aa I/I_LSDA
  0.2 0.8464 -0.8821 1.1480 0.0450 -0.0091 1.1839
  0.4 0.6410 -1.1877 1.1128 0.1230 -0.0513 1.1845
  0.6 0.3677 -1.5328 1.0652 0.2419 -0.0867 1.2203
  0.8 0.0694 -1.1571 1.0126 0.2467 0.8622 2.1215
  1.0 0.0000 0.0000 1.0000 0.0000 0.0292 1.0292
  1.2 -0.0227 -0.4542 0.9966 0.1321 -1.0962 0.0325
Fe 3d7 4s1 LDA: T = 1259.58 Ha, |virial defect|/T = 2.3e-07
3d level = -0.1536 Ha, <r>_3d = 1.263 bohr
r(bohr) n(bohr^-3) s alpha u v w v-5u/3 f' slope/LSDA curv/LSDA
  0.4 6.864 0.633 2.142 0.0330 0.0367 -0.00058 -0.0183 -0.378 0.330 0.193
  0.6 3.494 0.237 0.830 0.0466 0.0708 -0.00000 -0.0068 -0.888 0.281 0.057
  0.8 1.976 0.439 0.537 0.0477 0.0928 -0.00006 0.0132 -1.435 0.347 -0.013
  1.0 0.945 0.637 0.623 0.0552 0.0994 -0.00035 0.0074 -1.558 0.399 -0.002
  1.2 0.435 0.816 0.868 0.0667 0.1025 -0.00071 -0.0087 -0.481 0.146 0.041
  1.5 0.148 1.017 1.477 0.0859 0.1009 -0.00072 -0.0422 -0.815 0.298 0.081
share of LSDA Stoner weight at alpha<1 = 0.568
weighted mean alpha over alpha<1 = 0.668
SCAN I_x frozen f = 0.03196 Ha
main slope term, alpha<1 = 0.00653 Ha, alpha>1 = 0.00311 Ha
cross slope term = 0.00013 Ha
curvature term, alpha<1 = 0.00037 Ha, alpha>1 = 0.00135 Ha
SCAN I_x total = 0.04346 Ha
band: x0 = 0.3197, N(E_F)*W = 6.0321 states per spin
functional: I_x I_c I_xc slope-term W_c (all Ha); I_xc in eV
  LSDA: 0.03259 -0.00513 0.02746 0.00000 0.1656; 0.747
  PBE: 0.03241 -0.00342 0.02899 0.00000 0.1749; 0.789
  TPSS: 0.03400 -0.00332 0.03068 0.00217 0.1851; 0.835
  MS2: 0.03763 -0.00352 0.03412 0.00411 0.2058; 0.928
  r2SCAN: 0.04307 -0.00517 0.03790 0.00946 0.2286; 1.031
  SCAN: 0.04346 -0.00529 0.03817 0.00977 0.2303; 1.039
  frozen: 0.03196 -0.00529 0.02667 0.00012 0.1609; 0.726
I_x(SCAN)-I_x(PBE) = 0.01105 Ha, switching response = 0.01150 Ha
switching/excess = 1.04, slope(alpha<1)/switching = 0.57
I_x SCAN/PBE = 1.341, I_xc SCAN/PBE = 1.317
splitting -2dE_xc/dM at M=2 (Ha): PBE 0.0581 SCAN 0.0766 frozen 0.0535
moments (mu_B): W(Ha) LSDA PBE TPSS MS2 r2SCAN SCAN frozen
  0.18 0.00 0.00 1.88 3.00 3.00 3.00 0.00
  0.20 0.00 0.00 0.00 1.96 2.99 3.00 0.00
  0.22 0.00 0.00 0.00 0.00 2.16 2.29 0.00
  0.24 0.00 0.00 0.00 0.00 0.00 0.00 0.00
  0.26 0.00 0.00 0.00 0.00 0.00 0.00 0.00
  0.28 0.00 0.00 0.00 0.00 0.00 0.00 0.00
  0.30 0.00 0.00 0.00 0.00 0.00 0.00 0.00
```
